# Why one photon cannot connect two J = 0 states

## The symmetry that fixes the amplitude

Consider an isolated atom with total angular momentum zero, including all electron and nuclear spins. It is at rest and emits one photon of wave vector $\mathbf k=k\mathbf n$. Suppose that the atom left behind, recoiling with momentum $-\hbar\mathbf k$, also has zero internal angular momentum.

Rotate the whole process by an angle $\varphi$ about $\mathbf n$. The initial atom is unchanged. The final atom is unchanged too, because its momentum lies along the rotation axis and its internal state is a scalar. A photon of helicity $\lambda$, the component of its angular momentum along $\mathbf n$ in units of $\hbar$, acquires the phase $e^{-i\lambda\varphi}$.

Let $T$ be the full transition operator and $U$ the rotation. In the absence of external fields $T$ commutes with $U$, so the amplitude $A=\langle f,\mathbf k\lambda|T|i\rangle$ obeys

$$
A=\langle f,\mathbf k\lambda|U^\dagger TU|i\rangle=e^{i\lambda\varphi}A .
$$

For $\lambda=\pm1$ and $\varphi=\pi$ this reads $A=-A$, hence $A=0$. The direction $\mathbf n$ was arbitrary. Neither parity, nor the wavelength, nor an expansion of $T$ in powers of the coupling was used, so the result depends on none of them. For absorption, the same argument applies in the frame of zero total momentum, with the photon in the initial state.

The argument would fail for helicity zero, since $e^{i0\varphi}=1$. The prohibition therefore rests on the absence of a free photon with $\lambda=0$.

## What is missing at J = 0

A one-photon state is described by a vector amplitude $\mathbf a(\mathbf k)$ with $\mathbf n\cdot\mathbf a=0$. Its dimensionless angular momentum is $\mathbf J=\mathbf L+\mathbf S$, where $\mathbf L=-i\mathbf k\times\nabla_k$ and $(S_a)_{bc}=-i\epsilon_{abc}$. Because $\mathbf n\cdot(\mathbf k\times\nabla_k)=0$, the orbital part drops out of $\mathbf n\cdot\mathbf J$. The spin part acts as

$$
(\mathbf n\cdot\mathbf S)\,\mathbf a=i\,\mathbf n\times\mathbf a .
$$

With $\mathbf n=\hat{\mathbf z}$, the vectors $\hat{\mathbf x}\pm i\hat{\mathbf y}$ have eigenvalues $\pm1$, and $\hat{\mathbf z}$ has eigenvalue 0. Transversality removes the last of these.

Now sort vector fields on the sphere of directions by $J$. Orbital angular momentum $l$ and spin 1 couple to $J=0$ only if $l=1$, which gives a single field. That field is invariant under all rotations. In particular, its value at $\mathbf n$ is unchanged by rotations about $\mathbf n$, so it points along $\mathbf n$, and its length is the same in every direction. Normalization over the solid angle $4\pi$ gives, up to a phase,

$$
\mathbf V_{J=0}(\mathbf n)=\frac{\mathbf n}{\sqrt{4\pi}} .
$$

The harmonic exists, but it is longitudinal. It can describe a current or an electrostatic field, not a free photon.

For $J\ge1$, three values $l=J-1,\,J,\,J+1$ are available, so there are three fields for each $J,M$. One is the longitudinal field $\mathbf nY_{JM}$. The other two are

$$
\mathbf X_{JM}=\frac{\mathbf LY_{JM}}{\sqrt{J(J+1)}},\qquad
\mathbf Z_{JM}=\mathbf n\times\mathbf X_{JM}.
$$

Both are transverse, because $\mathbf n\cdot\mathbf L=0$. Their normalization follows from the Hermiticity of $\mathbf L$:

$$
\int d\Omega\,|\mathbf LY_{JM}|^2
=\int d\Omega\,Y_{JM}^*\mathbf L^2Y_{JM}=J(J+1).
$$

A cross product with $\mathbf n$ preserves the length of a transverse vector, so $\mathbf Z_{JM}$ has the same norm as $\mathbf X_{JM}$. The two are orthogonal because they have opposite parity under $\mathbf n\to-\mathbf n$. They have definite helicity in the combinations $\mathbf X\pm i\mathbf Z$. Using $\mathbf n\times\mathbf Z=-\mathbf X$,

$$
(\mathbf n\cdot\mathbf S)(\mathbf X\pm i\mathbf Z)
=i\mathbf Z\pm\mathbf X=\pm(\mathbf X\pm i\mathbf Z).
$$

At $J=0$ the function $Y_{00}$ is constant, so $\mathbf LY_{00}=0$ and $\mathbf n\times\mathbf LY_{00}=0$. Both numerators vanish before any normalization, and no transverse field remains.

## The current is present but cannot radiate

A $0\to0$ transition can still move charge. The expectation value of the current in a superposition of the two states contains a part oscillating as $e^{-i\omega t}$, where $\hbar\omega$ is the energy difference. Apart from the product of the two superposition coefficients, its amplitude is the transition current $\mathbf j(\mathbf r)$, accompanied by a transition charge density $\rho(\mathbf r)$. For two scalar states, rotational invariance requires

$$
\mathbf j(\mathbf r)=g(r)\,\hat{\mathbf r}.
$$

This is the motion of a breathing sphere. It requires the two states to have equal parity. For opposite parity, as in a $^1S_0$–$^3P_0$ pair with configurations $s^2$ and $sp$, inversion demands $\mathbf j(-\mathbf r)=\mathbf j(\mathbf r)$ and $\rho(-\mathbf r)=-\rho(\mathbf r)$, so $g$ and the spherical $\rho$ both vanish. The rest of this section concerns equal parity. Define $\mathbf j(\mathbf k)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\mathbf j(\mathbf r)$, and $\rho(\mathbf k)$ likewise. After integration over $\mathbf r$ the only direction left is $\mathbf k$, so $\mathbf j(\mathbf k)$ is parallel to $\mathbf k$ and $\boldsymbol\epsilon^*\cdot\mathbf j(\mathbf k)=0$ for both photon polarizations.

The longitudinal component is fixed by charge conservation. With the time factor above, $\nabla\cdot\mathbf j=i\omega\rho$. Integrating by parts, with no surface term for bound states, turns the left side into $i\mathbf k\cdot\mathbf j(\mathbf k)$. Hence

$$
\mathbf k\cdot\mathbf j(\mathbf k)=\omega\rho(\mathbf k),
\qquad j_L(\mathbf k)=c\,\rho(\mathbf k)\quad\text{at }k=\omega/c .
$$

Position space shows where the radiation went. Let $Q_{\rm enc}(r)$ be the transition charge inside radius $r$. Gauss's law gives the radial field, and conservation of the enclosed charge, $-i\omega Q_{\rm enc}=-4\pi r^2j_r$, gives the current:

$$
E_r=\frac{Q_{\rm enc}}{4\pi\varepsilon_0r^2},\qquad
j_r=\frac{i\omega Q_{\rm enc}}{4\pi r^2}.
$$

The displacement current is $\varepsilon_0\partial_tE_r=-i\omega Q_{\rm enc}/(4\pi r^2)$, so

$$
\mathbf j+\varepsilon_0\frac{\partial\mathbf E}{\partial t}=0 .
$$

The magnetic field has no source. Faraday's law agrees: a radial field $E_r(r)$ has no curl, so no magnetic field oscillates at $\omega$. Outside the charge distribution the electric field vanishes as well, because the two states are orthogonal and the total transition charge is zero.

## How large: two states with the same energy

A model with round parameters separates the effect of symmetry from that of size. Take a spinless particle with the electron's mass $m$ and charge $Q=-e$ in a fixed isotropic harmonic potential with $\hbar\omega_0=1$ eV. Spin is omitted so that $l=0$ means total angular momentum zero. Let $b=\sqrt{\hbar/(m\omega_0)}=0.276$ nm. The ground state is

$$
\phi_0=\pi^{-3/4}b^{-3/2}e^{-r^2/(2b^2)} .
$$

Write the excited states as $\phi=G\phi_0$, with

$$
G_s=\sqrt{\tfrac23}\left(\tfrac32-\frac{r^2}{b^2}\right),\qquad
G_d=\frac{2z^2-x^2-y^2}{\sqrt3\,b^2}.
$$

The first has $l=0$, the second $l=2$, $m_l=0$. Since $\nabla\phi_0=-\mathbf r\phi_0/b^2$, the Hamiltonian gives

$$
H(G\phi_0)=\phi_0\left[\tfrac32\hbar\omega_0G-\frac{\hbar^2}{2m}\nabla^2G
+\hbar\omega_0\,\mathbf r\cdot\nabla G\right].
$$

For $G_d$ the Laplacian vanishes and $\mathbf r\cdot\nabla G_d=2G_d$. For $G_s$ the last two terms together are $\sqrt{2/3}\,\hbar\omega_0(3-2r^2/b^2)=2\hbar\omega_0G_s$. Both states thus lie $2\hbar\omega_0=2$ eV above the ground state.

The prefactors normalize the states. In the density $\phi_0^2$, each of $x^2/b^2$, $y^2/b^2$, $z^2/b^2$ has mean $1/2$ and variance $1/2$, independently. The variance of $r^2/b^2$ is therefore $3/2$, and that of $(2z^2-x^2-y^2)/b^2$ is $(4+1+1)/2=3$.

The transition current is

$$
\mathbf j=\frac{Q\hbar}{2mi}(\phi_0\nabla\phi-\phi\nabla\phi_0)
=\frac{Q\hbar}{2mi}\,\phi_0^2\,\nabla G .
$$

Its transform needs two integrals. With $q=kb$,

$$
\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\phi_0^2=e^{-q^2/4}\equiv F,
\qquad
\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\,\mathbf r\,\phi_0^2
=i\nabla_kF=-\frac{ib^2}{2}\mathbf kF .
$$

**The l = 0 state.** Here $\nabla G_s=-2\sqrt{2/3}\,\mathbf r/b^2$, so

$$
\mathbf j_s(\mathbf k)=\frac{Q\hbar}{2mi}\left(-\frac{2}{b^2}\sqrt{\tfrac23}\right)
\left(-\frac{ib^2}{2}\mathbf k\right)F
=\frac{Q\hbar\mathbf k}{\sqrt6\,m}F .
$$

It is parallel to $\mathbf k$, as required. Continuity, with $\omega=2\omega_0$ and $\hbar/(m\omega_0)=b^2$, gives

$$
\frac{\rho_s(\mathbf k)}{Q}=\frac{\hbar k^2F}{\sqrt6\,m\omega}
=\frac{q^2}{2\sqrt6}e^{-q^2/4}.
$$

For the 2 eV photon $q=2.798\times10^{-3}$, so $\rho_s/Q=1.598\times10^{-6}$. Multiplication by $c$ gives $j_L/Q=479$ m/s.

**The l = 2 state.** Here $\nabla G_d=(-2\mathbf r+6z\hat{\mathbf z})/(\sqrt3\,b^2)$, and

$$
\mathbf j_d(\mathbf k)=-\frac{Q\hbar}{4\sqrt3\,m}
(-2\mathbf k+6k_z\hat{\mathbf z})F .
$$

At angle $\theta$ from the $z$ axis, $k_z=k\cos\theta$, and the part of $\hat{\mathbf z}$ perpendicular to $\mathbf k$ has length $\sin\theta$. The transverse current therefore has magnitude

$$
|\mathbf j_T|=\frac{\sqrt3}{2}\,\frac{e\hbar k}{m}\,|\sin\theta\cos\theta|\,F .
$$

At $45^\circ$, where the angular factor is largest, $|\mathbf j_T/Q|=508$ m/s. The two currents are nearly equal in size. What separates the states is the direction of the current relative to $\mathbf k$.

To obtain a rate at leading order in the radiation field, quantize the field in a volume $\mathcal V$. The coupling $-\int d^3r\,\mathbf j\cdot\mathbf A$ gives the squared matrix element $\hbar|\boldsymbol\epsilon^*\cdot\mathbf j(\mathbf k)|^2/(2\varepsilon_0\omega\mathcal V)$. The density of photon states per energy and solid angle is $\mathcal V\omega^2/(8\pi^3\hbar c^3)$. Fermi's golden rule multiplies their product by $2\pi/\hbar$:

$$
\Gamma=\frac{\omega}{8\pi^2\varepsilon_0\hbar c^3}
\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf j(\mathbf k)|^2 .
$$

The polarization sum equals $|\mathbf j_T|^2$. It is zero for the $l=0$ state. For the $l=2$ state, $\int d\Omega\,\sin^2\theta\cos^2\theta=2\pi(2/3-2/5)=8\pi/15$, and $k=\omega/c$ gives

$$
\Gamma_d=\frac{\omega}{8\pi^2\varepsilon_0\hbar c^3}\cdot
\frac34\cdot\frac{8\pi}{15}\left(\frac{e\hbar\omega}{mc}\right)^2e^{-q^2/2}
=\frac{e^2\hbar\omega^3}{20\pi\varepsilon_0m^2c^5}e^{-q^2/2}.
$$

With $\omega=3.039\times10^{15}$ rad/s this is $67.9\ \mathrm{s}^{-1}$, and its inverse, 14.7 ms, is the partial lifetime for this direct 2 eV line only. It is not the lifetime of the state. Both upper states can also emit a 1 eV photon and drop to the $l=1$ states one quantum above the ground state. That dipole current is of order $e\hbar/(mb)$ rather than $e\hbar k/m$, larger by about $1/q$, so that channel dominates the decay. It is not computed here.

The program whose output follows integrates these currents directly from the wavefunctions, keeping the full exponential. The largest transverse component found for the $l=0$ state is $1.4\times10^{-12}$ of the longitudinal one, a numerical zero. Since $q$ is small here, the transform was also tested at $q=1.3$, chosen independently of the photon energy. The ratio there is $1.1\times10^{-12}$, so the cancellation does not come from a long-wavelength approximation.

The field is confined as well. Inserting $j_r=iQ\omega_0\sqrt{2/3}\,r\phi_0^2$ into $Q_{\rm enc}=4\pi r^2j_r/(i\omega)$ gives

$$
\frac{Q_{\rm enc}(r)}{Q}=\frac{4}{\sqrt{6\pi}}\left(\frac rb\right)^3e^{-r^2/b^2}.
$$

This is 0.339 at $r=b$ and $6.6\times10^{-6}$ at $r=4b$. A charge inside the distribution feels the oscillating field and can exchange energy with it without a free photon. A distant detector receives nothing at the frequency $\omega$ of this transition.

## What to do about it

**Use the total angular momentum.** The rule concerns the total angular momentum, from here on denoted $F$, which includes the nuclear spin $I$, rather than the electronic $J$ alone. If $I=0$, an electronic $0\to0$ line has no one-photon channel. If $I=1/2$, both levels have $F=1/2$, and two spins $1/2$ couple to 0 or 1, so a photon with one unit of angular momentum is permitted. Permission is not a rate. Without a coupling between the nuclear spin and the electrons, the nuclear spin is a spectator and the electronic amplitude remains zero. The hyperfine interaction conserves $F$ but can mix different electronic $J$, which can open the line.

**Look for broken symmetry.** A static field can mix other angular momenta into the states. If the upper state of the model acquires an amplitude $\eta$ of the $l=2$, $m_l=0$ state, while the ground state is left unchanged, linearity of the current gives $\Gamma=|\eta|^2\Gamma_d$. An amplitude of 0.01 thus yields $10^{-4}$ of the allowed rate. Not every field produces such mixing. A uniform electric field only shifts the centre of this oscillator and does not couple the two upper states. A potential proportional to $2z^2-x^2-y^2$ does couple them. Because they are degenerate, no energy gap then keeps $\eta$ small: however weak the potential, the eigenstates are the state with both quanta along $z$ and the symmetric sum of the states with both quanta along $x$ or along $y$, for which $|\eta|^2=2/3$ and $1/3$. This describes the eigenstates, not the yield of the line. Both upper states decay by the 1 eV dipole channel at $\Gamma_1=2.9\times10^7\ \mathrm{s}^{-1}$, a width of $1.9\times10^{-8}$ eV. For a particle prepared in the $l=0$ state, with the eigenstates split by $\hbar\Delta$, $|\eta(t)|^2=\tfrac89\sin^2(\Delta t/2)$, and its average over the decay is $\tfrac49\Delta^2/(\Delta^2+\Gamma_1^2)$. This is small when the splitting is below the width. The degeneracy itself belongs to the nonrelativistic oscillator: the $p^4$ correction to the kinetic energy separates the two states by about $7\times10^{-7}$ eV.

**Use two photons.** When both photons couple through the electric dipole, the amplitude has the form $\epsilon_{1i}^*\epsilon_{2j}^*T_{ij}$. Between scalar states the tensor must be invariant, $T_{ij}=T\delta_{ij}$, which leaves $T\,\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*$. Parity allows $T\neq0$ if the two states have equal parity, but does not guarantee it. The oscillator above is an exception. Its only intermediate level lies halfway between the two states, so the two orders of emission contribute in proportion to $1/(\omega_0-\omega_1)+1/(\omega_0-\omega_2)$. With $\omega_1+\omega_2=2\omega_0$ this sum is zero, except at the resonance $\omega_1=\omega_2=\omega_0$, where the expression does not apply. The cancellation concerns the dipole amplitude only: keeping the factors $e^{-i\mathbf k\cdot\mathbf r}$ leaves a nonzero amplitude of relative order $q^2$. Let $\theta$ now be the angle between the photon directions. Choose one polarization of each photon perpendicular to their common plane and one within it. The perpendicular pair contributes 1, the in-plane pair $\cos^2\theta$, and the mixed pairs nothing:

$$
\sum_{\boldsymbol\epsilon_1,\boldsymbol\epsilon_2}
|\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*|^2=1+\cos^2\theta .
$$

At $60^\circ$ this is 1.25. The rate also depends on $T$ and on how the photons share the energy.

**Project the current in calculations.** Replace $\mathbf j(\mathbf k)$ by $\mathbf j-\mathbf n(\mathbf n\cdot\mathbf j)$ before squaring. A real polarization vector tilted by an angle $\delta$ out of the transverse plane picks up a false amplitude $j_L\sin\delta$. In the example $j_L$ (479 m/s) is nearly as large as the largest transverse current of the $l=2$ line (508 m/s), so relative to that line the false amplitude is suppressed only by a factor of order $\sin\delta$, and the false rate by one of order $\sin^2\delta$. If a nonzero one-photon rate survives the projection, check the numerical rotational symmetry and whether both states really have zero total angular momentum.

## Numbers as computed

```
Number of angular vector harmonics at M=0, by helicity -1, 0, +1
  J=0: 0, 1, 0
  J=0 overlap with n/sqrt(4 pi): 1.000000
  J=1: 1, 1, 1
  J=2: 1, 1, 1
Squared norms of L Y and n x L Y (dimensionless)
  J=0: 0.000000, 0.000000
  J=1: 2.000000, 2.000000
  J=2: 6.000000, 6.000000
Oscillator example
  oscillator quantum: 1.000 eV
  photon energy available: 2.000 eV
  angular frequency omega: 3.03853e+15 rad/s
  oscillator length b: 0.27604 nm
  q=k*b: 2.79782e-03
  l=0 rho(k)/Q: 1.59784e-06
  l=0 longitudinal j(k)/Q: 479.021 m/s
  l=0 transverse/longitudinal, numerical zero: 1.4e-12
  l=2 transverse |j(k)/Q| at 45 deg: 508.078 m/s
  l=2 one-photon rate: 67.9325 1/s
  l=2 one-photon lifetime: 14.7205 ms
Short-wave test at q=1.3
  l=0 rho(k)/Q: 0.226095
  l=0 longitudinal current, Q*hbar/(m*b): 0.347839
  l=0 transverse/longitudinal, numerical zero: 1.1e-12
  l=2 angular integral, (Q*hbar/(m*b))^2: 0.912258
Enclosed transition charge Q_enc/Q
  r/b=0.5: 8.96904e-02
  r/b=1.0: 3.38934e-01
  r/b=2.0: 1.34996e-01
  r/b=4.0: 6.63556e-06
Two-photon polarization sum at 60 deg: 1.2500
Two F=1/2 spins couple to J=0 and J=1
```
